# The Druyvesteyn distribution for electrons with constant mean free path, part 1

(Sections cited here and not found follow in the second part.)

## The balance between field and recoil

An electron of mass $m$ and charge $-e$ is driven by a uniform steady field of magnitude $E$ through a gas of atoms of mass $M$, and it travels a mean distance $\lambda$ between collisions, the same at every speed. If the atoms are at rest and the collisions are elastic, with isotropic scattering in the centre-of-mass frame, the electron's motion depends on the force $eE$, the length $\lambda$ and the two masses, and on nothing else. From $m$, $eE$ and $\lambda$ one can form a single energy. In the product $m^{\alpha}(eE)^{\beta}\lambda^{\gamma}$ the unit of time, the second, appears only through the force, as $\mathrm{s}^{-2\beta}$, so $\beta=1$; the kilogram then requires $\alpha=0$, and the metre requires $\gamma=1$. The energy is $eE\lambda$, the work done by the field over one free path along the force. The shape of the steady energy distribution can therefore depend only on $\varepsilon/(eE\lambda)$ and $m/M$, where $\varepsilon=mv^2/2$ is the kinetic energy at speed $v$.

A short estimate fixes how the mass ratio enters when $m/M$ is small. Collisions randomize the direction of motion, so successive free paths change the energy by amounts of order $eE\lambda$ with either sign. After $n$ collisions these changes have spread the energy by about $eE\lambda\sqrt n$. A light electron loses a fraction of order $m/M$ of its energy at each collision, so it keeps a memory of about $M/m$ collisions. The typical energy is then of order

$$
eE\lambda\sqrt{\frac{M}{m}} ,
$$

and the distribution should be a function of $(m/M)\,\varepsilon^2/(eE\lambda)^2$. The estimate leaves open which function this is and which number multiplies the variable. The answer, to leading order in $m/M$, is

$$
f_0(v)\propto\exp\left[-3\,\frac{m}{M}\,\frac{\varepsilon^2}{(eE\lambda)^2}\right],
$$

where $f_0$ is the average over directions of the velocity distribution, that is, of the number of electrons per unit volume of velocity space.

The model has the following content. The gas is uniform and unbounded, with number density $N$. Each atom is at rest before it is struck. Scattering is isotropic in the centre-of-mass frame, with a cross section $\sigma$ independent of speed, so $\lambda=1/(N\sigma)$ is constant and the collision rate is

$$
\nu(v)=\frac{v}{\lambda}.
$$

There is no excitation or ionization, no collision between electrons, and no creation or loss of electrons. The distribution $f(\mathbf v)$ is normalized to one electron, $\int f\,d^3v=1$.

The $z$ axis is taken along the force, which is opposite to the electric field because the charge is negative. The acceleration is then positive,

$$
a=\frac{eE}{m}.
$$

In a steady uniform state the change of $f$ caused by acceleration balances the change caused by collisions:

$$
a\,\frac{\partial f}{\partial v_z}=C[f],
$$

where $C[f]$ is the rate of change of $f$ due to collisions.

Because the force singles out one axis, $f$ depends on the speed $v$ and on $\mu=\cos\theta=v_z/v$. It can be expanded in Legendre polynomials,

$$
f=f_0(v)+f_1(v)\,\mu+f_2(v)\,P_2(\mu)+\dots,\qquad P_2=\frac{3\mu^2-1}{2}.
$$

The function $f_0$ describes how speeds are distributed, and $f_1$ describes the drift along the force. To insert the expansion, the derivative must be written in the variables $v$ and $\mu$. From $v^2=v_x^2+v_y^2+v_z^2$ one has $\partial v/\partial v_z=v_z/v=\mu$, and from $\mu=v_z/v$,

$$
\frac{\partial\mu}{\partial v_z}=\frac1v-\frac{v_z}{v^2}\,\mu=\frac{1-\mu^2}{v}.
$$

Therefore

$$
\frac{\partial}{\partial v_z}=\mu\frac{\partial}{\partial v}+\frac{1-\mu^2}{v}\frac{\partial}{\partial\mu}.
$$

Acting on $f_0$, this gives $\mu f_0'$, where a prime on $f_0$, $f_1$ or $f_2$ denotes $d/dv$. Acting on $f_1\mu$, it gives $\mu^2f_1'+(1-\mu^2)f_1/v$. With $\mu^2=(1+2P_2)/3$ and $1-\mu^2=(2-2P_2)/3$ this becomes

$$
\frac13\left(f_1'+\frac{2f_1}{v}\right)+\frac23\left(f_1'-\frac{f_1}{v}\right)P_2 .
$$

Acting on $f_2P_2$, and using $dP_2/d\mu=3\mu$, it gives $\mu P_2f_2'+3\mu(1-\mu^2)f_2/v$. The polynomial $P_3=(5\mu^3-3\mu)/2$ gives $\mu^3=(2P_3+3\mu)/5$, and hence

$$
\mu P_2=\frac{2\mu+3P_3}{5},\qquad 3\mu(1-\mu^2)=\frac{6\mu-6P_3}{5}.
$$

The part of $\partial f/\partial v_z$ proportional to $\mu$ is therefore

$$
f_0'+\frac25\left(f_2'+\frac{3f_2}{v}\right).
$$

The collision term for this part can be found with infinitely heavy atoms. Such an atom changes the direction of an electron but not its speed. Electrons leave a given velocity at the rate $\nu f$, and those arriving from other directions at the same speed are spread evenly over all directions, which supplies $\nu f_0$. The net result is

$$
C[f]\simeq\nu f_0-\nu f=-\nu\left(f_1\mu+f_2P_2+\dots\right).
$$

Recoil of the atoms corrects this by a relative amount of order $m/M$. Equating the parts proportional to $\mu$, and neglecting $f_2$ for the moment, gives the first relation between $f_0$ and $f_1$:

$$
a f_0'=-\nu f_1 .
$$

The sign has a direct meaning. Where $f_0$ falls with speed, acceleration brings electrons from the more populated lower speeds into the forward direction, so $f_1$ is positive and the electrons drift along the force. The neglect of $f_2$ can be checked once the solution is known.

The isotropic part needs more care. For infinitely heavy atoms the collision term above has no isotropic part at all, because such collisions do not change the speed. Without recoil nothing would oppose heating by the field. Recoil is a small effect in each collision, but here it is the leading effect.

Let an electron of velocity $\mathbf v$ strike an atom at rest. The centre of mass moves with velocity $m\mathbf v/(m+M)$. In the centre-of-mass frame the electron has speed $Mv/(m+M)$ before the collision, and the same speed afterwards because the collision is elastic. If $\mathbf n$ is the unit vector of its new direction in that frame, the final velocity in the gas frame is

$$
\mathbf v'=\frac{m\mathbf v+Mv\,\mathbf n}{m+M}.
$$

With $c=\mathbf n\cdot\mathbf v/v$, squaring gives

$$
\frac{v'^2}{v^2}=\frac{m^2+M^2+2mMc}{(m+M)^2}.
$$

Since $(m+M)^2=m^2+M^2+2mM$, the fractional energy loss is

$$
1-\frac{v'^2}{v^2}=\frac{2mM(1-c)}{(m+M)^2}.
$$

For isotropic scattering $c$ is uniformly distributed between $-1$ and $1$, so its mean is zero and the mean fractional energy loss is $2mM/(m+M)^2\simeq2m/M$. For a small loss, the fractional change of speed is half the fractional change of energy. The speed lost in one collision is therefore

$$
s=v-v'\simeq\frac mM(1-c)\,v,\qquad \langle s\rangle=\frac mM\,v .
$$

Now consider a sphere of radius $v$ in velocity space. The field carries electrons through its surface with the velocity-space velocity $a$ along $z$, whose component along the outward normal is $a\mu$. The surface element is $2\pi v^2d\mu$, and the outward flow is

$$
\Phi_E=2\pi v^2a\int_{-1}^{1}\mu f\,d\mu .
$$

The isotropic part drops out because $\int\mu\,d\mu=0$, and the parts with $P_2$ and higher polynomials drop out by orthogonality. Since $\int_{-1}^{1}\mu^2d\mu=2/3$, what remains is

$$
\Phi_E=\frac{4\pi}{3}\,v^2a f_1 .
$$

Electrons moving forward leave the sphere and electrons moving backward enter it; the excess of the forward ones makes the flow outward.

Collisions carry electrons inward. The number of electrons with speeds between $u$ and $u+du$ is $4\pi u^2f_0(u)\,du$; the anisotropic parts vanish on integration over directions. An electron at speed $u$ just above $v$ crosses the surface if its speed loss exceeds $u-v$. For a given loss $s$, the electrons that can cross lie in a shell of thickness $s$, and they collide at the rate $\nu$. Averaging over the loss gives the inward flow

$$
\Phi_C=4\pi v^2f_0\,\nu\,\langle s\rangle=4\pi v^2f_0\,\frac mM\,v\nu .
$$

Here the density of electrons and their collision rate were treated as constant across the shell. The first correction involves $\langle s^2\rangle$, which is of order $(m/M)^2v^2$. Where the distribution changes appreciably over a speed interval of order $v$, this correction is smaller than $\Phi_C$ by a factor of order $m/M$.

In a steady state the number of electrons inside the sphere does not change. No electrons are created or removed, so the two flows are equal for every $v$:

$$
\frac{a f_1}{3}=\frac mM\,v\nu f_0,
\qquad\text{or}\qquad
f_1=3\,\frac mM\,\frac{v\nu}{a}\,f_0 .
$$

Substituting this into $af_0'=-\nu f_1$ and dividing by $af_0$ gives

$$
\frac{d\ln f_0}{dv}=-3\,\frac mM\,\frac{v\nu^2}{a^2}.
$$

One factor of $\nu$ comes from the loss rate. The other comes from the heating, which is weaker when collisions interrupt the drift more often.

This equation shows where the constant mean free path matters. If the collision rate $\nu$ were constant, the right side would be proportional to $v$, and integration would give $\ln f_0=\text{const}-\tfrac32(m/M)\nu^2v^2/a^2$, which is a Maxwellian. With a constant mean free path, $\nu=v/\lambda$, faster electrons collide more often. The right side then grows as the cube of the speed:

$$
\frac{d\ln f_0}{dv}=-3\,\frac mM\,\frac{v^3}{(a\lambda)^2}.
$$

Since the integral of $v^3$ is $v^4/4$,

$$
\ln f_0=\text{const}-\frac34\,\frac mM\,\frac{v^4}{(a\lambda)^2}.
$$

From $\varepsilon=mv^2/2$ one has $v^4=4\varepsilon^2/m^2$, and from $a=eE/m$ one has $(a\lambda)^2=(eE\lambda)^2/m^2$. The factors $m^2$ cancel and the factor 4 cancels the denominator, so

$$
f_0\propto\exp\left[-3\,\frac mM\,\frac{\varepsilon^2}{(eE\lambda)^2}\right].
$$

This is the Druyvesteyn distribution.

The factor 3 can also be read from the random walk in energy used in the opening estimate. A free path of length $\ell$ that starts at angle $\theta$ to the force changes the energy by $eE\ell\mu$, if the bending of the path is neglected. Free paths are distributed exponentially, so $\langle\ell^2\rangle=2\lambda^2$, and isotropic directions give $\langle\mu^2\rangle=1/3$. The mean square energy change per free path is $\tfrac23(eE\lambda)^2$. Half of this is the diffusion coefficient per collision,

$$
D=\frac{(eE\lambda)^2}{3}.
$$

To compare this with the flow $\Phi_E$, insert $f_1=-(a\lambda/v)f_0'$ and use $f_0'=mv\,df_0/d\varepsilon$:

$$
\Phi_E=-\frac{4\pi}{3}a^2\lambda\,mv^2\frac{df_0}{d\varepsilon}
=-\frac{8\pi\varepsilon}{m^2\lambda}\,D\,\frac{df_0}{d\varepsilon}.
$$

The factor $8\pi\varepsilon/(m^2\lambda)$, multiplied by $f_0$, is the number of collisions per unit time and unit energy. This follows from $4\pi v^2f_0\nu\,dv$ with $dv=d\varepsilon/(mv)$, which equals $4\pi v^2f_0\,d\varepsilon/(m\lambda)$. The same factor multiplies the mean energy loss $2(m/M)\varepsilon$ in the inward flow, so the balance reads

$$
D\,\frac{df_0}{d\varepsilon}=-2\,\frac mM\,\varepsilon f_0 .
$$

Per collision, the spreading is independent of energy and the loss is proportional to energy. Integration gives $\ln f_0=\text{const}-(m/M)\varepsilon^2/D$, a Gaussian in $\varepsilon$ with the coefficient 3 found above.

Balancing heating by the field against recoil losses has given the Druyvesteyn distribution, a Gaussian in $\varepsilon$ with the coefficient 3, to leading order in $m/M$. It remains to find the mean energy and drift speed, to check the neglect of $f_2$, and to examine a numerical case and the limits of validity.
